# How many plane waves silicon needs at a 10 rydberg cutoff: verification in Python

```python
"""Plane-wave count for the two-atom primitive cell of silicon.

Result under test: the number of plane waves exp[i(k+G).r] with kinetic
energy hbar^2 |k+G|^2 / (2m) <= E, averaged over k in the Brillouin zone, is
    N = Omega K^3 / (6 pi^2),   K = sqrt(2 m E) / hbar,
which is about 140 for silicon at E = 10 rydberg.
Omega: cell volume; G: reciprocal-lattice vectors; a: cubic lattice constant;
K: cutoff wave number. Lengths in nm, wave numbers in 1/nm, energies in eV.
Counts are made by explicit enumeration of the lattice points.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

RYDBERG_EV = const.value("Rydberg constant times hc in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
HBAR2_OVER_2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2

FCC = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], dtype=float)
CUBE = np.eye(3)


def cutoff_wave_number(energy_ev):
    return np.sqrt(energy_ev / HBAR2_OVER_2M)


def volume_estimate(cell, wave_number):
    return abs(np.linalg.det(cell)) * wave_number**3 / (6 * np.pi**2)


def integer_triples(cell, wave_number):
    """All integer triples that can reach the sphere for |fraction| <= 1."""
    longest = np.linalg.norm(cell, axis=1).max()
    n = int(np.ceil(longest * wave_number / (2 * np.pi))) + 1
    return np.array(list(itertools.product(range(-n, n + 1), repeat=3)))


def lengths(cell, triples, fraction):
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    return np.linalg.norm((triples + fraction) @ reciprocal, axis=1)


def count_at(cell, wave_number, k_cartesian=(0.0, 0.0, 0.0)):
    fraction = cell @ np.array(k_cartesian) / (2 * np.pi)
    triples = integer_triples(cell, wave_number)
    return int(np.sum(lengths(cell, triples, fraction) <= wave_number))


def mesh_counts(cell, wave_number, n):
    """Counts and distances to the nearest G on a shifted n*n*n k mesh."""
    triples = integer_triples(cell, wave_number)
    shift = np.array([0.137, 0.291, 0.423])
    counts, nearest = [], []
    for index in itertools.product(range(n), repeat=3):
        fraction = (np.array(index) + shift) / n - 0.5
        q = lengths(cell, triples, fraction)
        counts.append(np.sum(q <= wave_number))
        nearest.append(q.min())
    return np.array(counts), np.array(nearest)


# Silicon and the cutoff
a = 0.543
energy = 10 * RYDBERG_EV
K = cutoff_wave_number(energy)
cell = a * FCC
omega = abs(np.linalg.det(cell))
reciprocal_cell = 2 * np.pi * np.linalg.inv(cell).T
zone_volume = abs(np.linalg.det(reciprocal_cell))
sphere_volume = 4 * np.pi * K**3 / 3
N = volume_estimate(cell, K)
assert np.isclose(omega, a**3 / 4)
assert np.isclose(zone_volume, (2 * np.pi)**3 / omega)
assert np.isclose(K * BOHR_NM, np.sqrt(10), rtol=1e-7)
assert round(N, -1) == 140

# Mean over the zone: finite mesh, so agreement to a few parts in a thousand
counts, nearest = mesh_counts(cell, K, 16)
assert abs(counts.mean() / N - 1) < 3e-3
assert counts.std() / N < 0.05
counts_4E, _ = mesh_counts(cell, 2 * K, 8)
assert abs(counts_4E.mean() / (8 * N) - 1) < 3e-3
counts_cube, _ = mesh_counts(a * CUBE, K, 10)
assert abs(counts_cube.mean() / (4 * N) - 1) < 3e-3

# Selected k points
unit = 2 * np.pi / a
points = {"Gamma": (0, 0, 0), "X": (1, 0, 0), "L": (0.5, 0.5, 0.5),
          "W": (1, 0.5, 0), "0.85 Gamma-X": (0.85, 0, 0)}
point_counts = {name: count_at(cell, K, unit * np.array(p))
                for name, p in points.items()}
gamma_count = point_counts["Gamma"]
assert abs(gamma_count / N - 1) < 0.10

# Bounds from Wigner-Seitz cells; R is the greatest distance to a nearest G
R = np.sqrt(5) / 2 * unit
triples = integer_triples(cell, K)
w_fraction = cell @ (unit * np.array(points["W"])) / (2 * np.pi)
assert np.isclose(lengths(cell, triples, w_fraction).min(), R)
assert nearest.max() <= R * (1 + 1e-12)
lower, upper = N * (1 - R / K)**3, N * (1 + R / K)**3
all_counts = np.append(counts, list(point_counts.values()))
assert lower <= all_counts.min() and all_counts.max() <= upper

# First shell outside the cutoff at Gamma, and the strain that admits it
g = lengths(cell, integer_triples(cell, 1.5 * K), np.zeros(3))
g_next = g[g > K].min()
shell_size = int(np.sum(np.isclose(g, g_next, rtol=1e-9)))
shell_energy = HBAR2_OVER_2M * g_next**2
strain = g_next / K - 1
assert count_at(cell * (1 + 0.99 * strain), K) == gamma_count
assert count_at(cell * (1 + 1.01 * strain), K) == gamma_count + shell_size
N_one_percent = volume_estimate(1.01 * cell, K)
gamma_one_percent = count_at(1.01 * cell, K)
assert gamma_one_percent == gamma_count + shell_size
assert abs((N_one_percent / N - 1) - 0.03) < 1e-3

# Thermal expansion, rough coefficient
expansion, temperature_rise = 3e-6, 300.0
hot_cell = cell * (1 + expansion * temperature_rise)
thermal_change = volume_estimate(hot_cell, K) - N
assert thermal_change < 1 and count_at(hot_cell, K) == gamma_count

# Core scale: unscreened hydrogenic 1s orbital, decay constant Z / bohr
Z = 14
decay = Z / BOHR_NM


def amplitude_1s(x):
    """Momentum amplitude for unit decay constant, x = wave number / decay."""
    return 2 * np.sqrt(2) / (np.pi * (1 + x**2)**2)


def norm_inside(x):
    return quad(lambda t: 4 * np.pi * t**2 * amplitude_1s(t)**2, 0, x)[0]


for x in (K / decay, 1.0, 2.5):
    radial = quad(lambda r: r * np.exp(-r) / np.sqrt(np.pi) * np.sin(x * r),
                  0, 50, limit=300)[0]
    assert np.isclose(np.sqrt(2 / np.pi) * radial / x, amplitude_1s(x),
                      rtol=1e-6)
assert np.isclose(norm_inside(np.inf), 1, rtol=1e-7)
core_fraction = norm_inside(K / decay)
K_core = decay * brentq(lambda x: norm_inside(x) - 0.99, 0.5, 10)
energy_core = HBAR2_OVER_2M * K_core**2
N_core = volume_estimate(cell, K_core)
assert core_fraction < 0.1 and N_core > 100 * N

print(f"lattice constant (rough input): {a:.3f} nm = {a / BOHR_NM:.3f} bohr")
print(f"cutoff energy: {energy:.2f} eV = {energy / RYDBERG_EV:.1f} Ry")
print(f"hbar^2/(2m): {HBAR2_OVER_2M:.6f} eV nm^2")
print(f"cutoff wave number K: {K:.3f} 1/nm = {K * BOHR_NM:.4f} 1/bohr")
print(f"shortest wavelength 2 pi/K: {2 * np.pi / K:.4f} nm")
print(f"primitive-cell volume: {omega:.5f} nm^3 = "
      f"{omega / BOHR_NM**3:.2f} bohr^3")
print(f"reciprocal-cell volume: {zone_volume:.1f} 1/nm^3")
print(f"cutoff-sphere volume: {sphere_volume:.0f} 1/nm^3")
print(f"volume estimate N: {N:.2f} plane waves")
for name, value in point_counts.items():
    print(f"direct count at {name}: {value} plane waves")
print(f"k points in mesh: {len(counts)}")
print(f"mesh mean: {counts.mean():.2f} plane waves")
print(f"mesh standard deviation: {counts.std():.2f} plane waves")
print(f"mesh minimum and maximum: {counts.min()} and {counts.max()}")
print(f"unit 2 pi/a: {unit:.3f} 1/nm; zone radius R: {R:.3f} 1/nm")
print(f"lower and upper bounds: {lower:.1f} and {upper:.1f} plane waves")
print(f"four times the cutoff, mesh mean: {counts_4E.mean():.1f}; "
      f"8N: {8 * N:.1f}")
print(f"eight-atom cube, mesh mean: {counts_cube.mean():.1f}; "
      f"4N: {4 * N:.1f}")
print(f"next shell at Gamma: {shell_energy:.2f} eV = "
      f"{shell_energy / RYDBERG_EV:.3f} Ry, {shell_size} vectors")
print(f"lattice expansion that admits it: {100 * strain:.2f} %")
print(f"lattice constant +1 %: N = {N_one_percent:.2f}, "
      f"Gamma count = {gamma_one_percent}")
print(f"thermal input (rough): {expansion:.1e} 1/K, "
      f"rise {temperature_rise:.0f} K")
print(f"thermal change of N: {thermal_change:.2f} plane waves")
print(f"1s core norm inside K (Z = {Z}): {100 * core_fraction:.2f} %")
print(f"cutoff for 99 % of 1s norm: {energy_core / 1000:.1f} keV = "
      f"{energy_core / RYDBERG_EV:.0f} Ry")
print(f"plane waves at that cutoff: {N_core:.2e}")
print("every check passed")
```

Output:

```
lattice constant (rough input): 0.543 nm = 10.261 bohr
cutoff energy: 136.06 eV = 10.0 Ry
hbar^2/(2m): 0.038100 eV nm^2
cutoff wave number K: 59.758 1/nm = 3.1623 1/bohr
shortest wavelength 2 pi/K: 0.1051 nm
primitive-cell volume: 0.04003 nm^3 = 270.11 bohr^3
reciprocal-cell volume: 6197.3 1/nm^3
cutoff-sphere volume: 893892 1/nm^3
volume estimate N: 144.24 plane waves
direct count at Gamma: 137 plane waves
direct count at X: 150 plane waves
direct count at L: 138 plane waves
direct count at W: 144 plane waves
direct count at 0.85 Gamma-X: 142 plane waves
k points in mesh: 4096
mesh mean: 144.25 plane waves
mesh standard deviation: 2.45 plane waves
mesh minimum and maximum: 136 and 153
unit 2 pi/a: 11.571 1/nm; zone radius R: 12.937 1/nm
lower and upper bounds: 69.4 and 259.7 plane waves
four times the cutoff, mesh mean: 1154.0; 8N: 1153.9
eight-atom cube, mesh mean: 577.0; 4N: 577.0
next shell at Gamma: 137.74 eV = 10.123 Ry, 32 vectors
lattice expansion that admits it: 0.62 %
lattice constant +1 %: N = 148.61, Gamma count = 169
thermal input (rough): 3.0e-06 1/K, rise 300 K
thermal change of N: 0.39 plane waves
1s core norm inside K (Z = 14): 3.47 %
cutoff for 99 % of 1s norm: 19.3 keV = 1418 Ry
plane waves at that cutoff: 2.44e+05
every check passed
```
